# Optomechanical Theory of Surface-Enhanced Raman Scattering: Rates, Pumping and Instability

A molecule sits in a nanometre gap between metal surfaces, where a laser drives a plasmon. The molecule's vibration modulates its polarizability and hence the plasmon frequency, while the plasmon field pushes on the vibration. Each Stokes photon leaves one vibrational quantum behind, and each anti-Stokes photon removes one. At what laser power does the light, rather than the temperature, set the vibrational population, and can the process run away?

## The Hamiltonian

Take one plasmon mode of frequency $\omega_c$ and one harmonic vibration of frequency $\omega_m$, with lowering operators $a$ and $b$. The field at the molecule, along the relevant polarizability axis, is

$$E=iE_0(a-a^\dagger),\qquad E_0^2=\frac{\hbar\omega_c}{2\varepsilon_0V}.$$

The second relation defines the effective volume $V$ through the vacuum value of $E^2$. Far from electronic resonance the induced-dipole energy is $-\frac12\alpha(Q)E^2$. The factor $\frac12$ appears because the dipole is induced by the field. To first order in the mass-weighted coordinate,

$$\alpha(Q)=\alpha_0+\alpha'Q,\qquad Q=Q_0(b+b^\dagger),\qquad Q_0=\sqrt{\frac{\hbar}{2\omega_m}}.$$

Squaring the field, with $aa^\dagger=a^\dagger a+1$, gives

$$E^2=E_0^2(2a^\dagger a+1-a^2-a^{\dagger2}).$$

The last two terms oscillate near $2\omega_c$, far from any vibrational frequency, and are dropped. The $\alpha_0$ term shifts $\omega_c$. The vacuum part of the $\alpha'$ term is a constant force, which shifts the equilibrium of $Q$. Both shifts are absorbed into the parameters, leaving

$$H=\hbar\omega_ca^\dagger a+\hbar\omega_mb^\dagger b-\hbar g_0a^\dagger a(b+b^\dagger)+H_{\rm drive},$$

$$g_0=\frac{\alpha'Q_0E_0^2}{\hbar}=\frac{\omega_c\alpha'Q_0}{2\varepsilon_0V}.$$

The plasmon loses energy at rate $\kappa$, of which $\kappa_{ex}$ goes into the channel carrying the laser. The vibration loses energy at rate $\Gamma_m$ to a bath with thermal occupation $n_{th}$. Thermal plasmons are neglected because $\hbar\omega_c\gg k_BT$. Let $P$ be the power matched to the input channel and $|s|^2=P/\hbar\omega_L$ its photon flux. In the frame rotating at the laser frequency $\omega_L$, the mean plasmon amplitude obeys

$$\dot{\bar a}=(i\Delta-\kappa/2)\bar a+\sqrt{\kappa_{ex}}\,s .$$

Here $\Delta=\omega_L-\omega_c$ includes the static shift caused by the mean vibrational displacement, about $2g_0^2n_c/\omega_m$. Setting the derivative to zero gives

$$n_c=|\bar a|^2=\frac{\kappa_{ex}P}{\hbar\omega_L(\Delta^2+\kappa^2/4)} .$$

Choose the phase of $s$ so that $\bar a=\sqrt{n_c}$, and define $G=g_0\sqrt{n_c}$ and

$$D_\pm=(\Delta\mp\omega_m)^2+\kappa^2/4 .$$

The upper sign belongs to Stokes scattering, which is resonant when $\omega_L-\omega_m=\omega_c$.

## First derivation: transition rates

Treat the fluctuating part of the coupling, $-\hbar g_0\,\delta N(b+b^\dagger)$ with $\delta N=a^\dagger a-n_c$, as a perturbation. The amplitude for $n\to n+1$ vibrational quanta, with the plasmon and its surroundings going from state $i$ to $f$, is

$$c_f=ig_0\sqrt{n+1}\int_0^t dt'\,e^{i\omega_mt'}\langle f|\delta N(t')|i\rangle .$$

Square this, sum over $f$, and take $t$ long compared with the plasmon memory time but short compared with the vibrational relaxation time. The probability then grows at the rate $(n+1)g_0^2S(-\omega_m)$, where

$$S(\omega)=\int_{-\infty}^{\infty}d\tau\,e^{i\omega\tau}\langle\delta N(\tau)\delta N(0)\rangle .$$

The downward rate is $n\,g_0^2S(\omega_m)$, since the phase factor is reversed.

To find $S$, write $a=\sqrt{n_c}+d$. Without the Raman coupling, $d$ is in its vacuum state, and

$$\delta N=\sqrt{n_c}(d+d^\dagger)+d^\dagger d .$$

The term $d^\dagger d$ gives zero on the vacuum, and its cross terms contain an odd number of operators. What remains is

$$\langle\delta N(\tau)\delta N(0)\rangle=n_c\langle d(\tau)d^\dagger(0)\rangle=n_ce^{i\Delta\tau-\kappa|\tau|/2}.$$

The Fourier integral is a Lorentzian, $S(\omega)=n_c\kappa/[(\omega+\Delta)^2+\kappa^2/4]$. Therefore

$$\Gamma_+=\frac{G^2\kappa}{D_+},\qquad \Gamma_-=\frac{G^2\kappa}{D_-}.$$

Each upward event puts a photon of frequency $\omega_L-\omega_m$ into the plasmon, and each downward event one of frequency $\omega_L+\omega_m$. The total rates at which these photons leave the plasmon, including absorption in the metal, are

$$R_S=\Gamma_+(n_b+1),\qquad R_{aS}=\Gamma_-n_b,\qquad n_b=\langle b^\dagger b\rangle .$$

A fraction $\kappa_{ex}/\kappa$ leaves through the input channel.

The bath adds upward transitions at rate $\Gamma_mn_{th}(n+1)$ and downward ones at rate $\Gamma_m(n_{th}+1)n$. Averaging over the ladder of levels gives

$$\dot n_b=(\Gamma_mn_{th}+\Gamma_+)(n_b+1)-[\Gamma_m(n_{th}+1)+\Gamma_-]n_b .$$

The terms $\Gamma_mn_{th}n_b$ cancel, and the steady state is

$$n_b=\frac{\Gamma_mn_{th}+\Gamma_+}{\Gamma_m+\Gamma_--\Gamma_+}.$$

It exists while the denominator is positive. The threshold is $\Gamma_+-\Gamma_-=\Gamma_m$. Since $D_--D_+=4\Delta\omega_m$, this reads

$$G_{th}^2=\frac{\Gamma_mD_+D_-}{4\kappa\Delta\omega_m},\qquad\Delta>0 .$$

The laser must be blue-detuned from the plasmon, so that Stokes scattering outpaces anti-Stokes scattering.

## Second derivation: coupled amplitudes

Now start from the equations of motion. With $\delta a$ and $\delta b$ the deviations from the steady means, keep terms linear in them:

$$\delta\dot a=(i\Delta-\kappa/2)\delta a+iG(\delta b+\delta b^\dagger)+\sqrt\kappa\,a_{in},$$

$$\delta\dot b=-(i\omega_m+\Gamma_m/2)\delta b+iG(\delta a+\delta a^\dagger)+\sqrt{\Gamma_m}\,b_{in}.$$

The inputs are white noise: vacuum for $a_{in}$, occupation $n_{th}$ for $b_{in}$. Write $\delta b=Be^{-i\omega_mt}$. If $B$ changes little during $1/\kappa$, the plasmon follows it:

$$\delta a=a_0+iG\left[\chi_-Be^{-i\omega_mt}+\chi_+B^\dagger e^{i\omega_mt}\right],\qquad \chi_\pm=\frac{1}{\kappa/2-i(\Delta\mp\omega_m)} .$$

Here $a_0$ is the response to vacuum noise alone, and $|\chi_\pm|^2=1/D_\pm$. The two terms in brackets are the anti-Stokes and Stokes sidebands.

Put this back into the vibrational equation and keep the part of the force oscillating as $e^{-i\omega_mt}$. The term in $\delta a$ contributes $(iG)(iG\chi_-)B$, and the term in $\delta a^\dagger$ contributes $(iG)(-iG\chi_+^*)B$. Thus

$$\dot B=-\left[\frac{\Gamma_m}{2}+G^2(\chi_--\chi_+^*)\right]B+F+\sqrt{\Gamma_m}\,b_{in}e^{i\omega_mt},$$

with $F=iGe^{i\omega_mt}(a_0+a_0^\dagger)$. Because ${\rm Re}\,\chi_\pm=\kappa/(2D_\pm)$, the real part of the optical term is $(\Gamma_--\Gamma_+)/2$. The energy damping rate is therefore $\Gamma_m+\Gamma_--\Gamma_+$, as before. The imaginary part shifts the vibrational frequency by $G^2[(\Delta+\omega_m)/D_-+(\Delta-\omega_m)/D_+]$, which the transition rates did not show.

The vacuum noise also excites the vibration. Its only nonzero correlation is $\langle a_0(\tau)a_0^\dagger(0)\rangle=e^{i\Delta\tau-\kappa|\tau|/2}$, so

$$\int d\tau\,\langle F^\dagger(\tau)F(0)\rangle=G^2\int d\tau\,e^{i(\Delta-\omega_m)\tau-\kappa|\tau|/2}=\Gamma_+ .$$

With the thermal contribution $\Gamma_mn_{th}$,

$$\dot n_b=-(\Gamma_m+\Gamma_--\Gamma_+)n_b+\Gamma_mn_{th}+\Gamma_+,$$

which is the earlier rate equation. In the opposite order, the integral of $\langle F(\tau)F^\dagger(0)\rangle$ is $\Gamma_-$. The difference $\Gamma_--\Gamma_+$ is what is needed to preserve $[B,B^\dagger]=1$ against the optical damping.

The emission follows from $\kappa\langle\delta a^\dagger\delta a\rangle$. Terms containing $a_0$ vanish in this order, because $a_0$ on the right acts on the vacuum and $a_0^\dagger$ on the left does the same. The Stokes sideband gives $\kappa G^2|\chi_+|^2\langle BB^\dagger\rangle=\Gamma_+(n_b+1)$, and the anti-Stokes sideband gives $\Gamma_-n_b$.

### Stability without a slow vibration

The linear equations also give the threshold when $\Gamma_m$ is not small against $\kappa$. Drop the noise and seek solutions $e^{st}$. With $x=\delta b+\delta b^\dagger$ and $y=\delta a+\delta a^\dagger$, adding each equation's solution to that of its conjugate gives

$$y=\frac{-2G\Delta\,x}{(s+\kappa/2)^2+\Delta^2},\qquad x=\frac{2G\omega_m\,y}{(s+\Gamma_m/2)^2+\omega_m^2}.$$

Let $C=\Delta^2+\kappa^2/4$ and $M=\omega_m^2+\Gamma_m^2/4$. Eliminating $x$ and $y$ yields

$$(s^2+\kappa s+C)(s^2+\Gamma_ms+M)+4G^2\Delta\omega_m=0 .$$

At an oscillatory threshold $s=i\nu$ with real $\nu\ne0$. The imaginary part gives $\nu^2=(\kappa M+\Gamma_mC)/(\kappa+\Gamma_m)$. The real part gives

$$4G^2\Delta\omega_m=\kappa\Gamma_m\nu^2+(C-\nu^2)(\nu^2-M).$$

Since $C-\nu^2=\kappa(C-M)/(\kappa+\Gamma_m)$ and $\nu^2-M=\Gamma_m(C-M)/(\kappa+\Gamma_m)$,

$$4G^2\Delta\omega_m=\kappa\Gamma_m\left[\frac{(C-M)^2}{(\kappa+\Gamma_m)^2}+\frac{\kappa M+\Gamma_mC}{\kappa+\Gamma_m}\right].$$

For $\Gamma_m\ll\kappa,\omega_m$ the right side becomes $(\Gamma_m/\kappa)[(C-\omega_m^2)^2+\kappa^2\omega_m^2]$. The bracket equals $D_+D_-$, because $D_\pm=C+\omega_m^2\mp2\Delta\omega_m$ and $C-\Delta^2=\kappa^2/4$. The first derivation's threshold is recovered.

The right side is positive, so this instability needs $\Delta>0$. For $\Delta<0$ a root can cross the imaginary axis only at $s=0$, when $4G^2|\Delta|\omega_m=CM$. That is a static instability, in which the optical force overcomes the restoring force.

## Where the quadratic power law appears

Write $\Gamma_\pm=A_\pm P$. When $|\Gamma_+-\Gamma_-|\ll\Gamma_m$,

$$R_{aS}=A_-P\left\{n_{th}+\frac{A_+(1+n_{th})-A_-n_{th}}{\Gamma_m}P+\ldots\right\}.$$

The pumped population thus grows linearly with power. The anti-Stokes signal is quadratic because a second factor of $P$ comes from the scattering rate. The quadratic term is positive if

$$\frac{A_+}{A_-}=\frac{D_-}{D_+}>\frac{n_{th}}{1+n_{th}}=e^{-\hbar\omega_m/k_BT}.$$

This holds for $\Delta\ge0$, where the left side is at least one. For red detuning it can fail if the plasmon line is narrow enough, and the laser then cools the vibration. The ratio is smallest at $\Delta=-\sqrt{\omega_m^2+\kappa^2/4}$ and returns towards one further to the red. The linear and quadratic terms are equal at

$$P_\times=\frac{n_{th}\Gamma_m}{A_+(1+n_{th})-A_-n_{th}} .$$

For red detuning at high power, $n_b$ saturates at $A_+/(A_--A_+)$ and the anti-Stokes signal becomes linear again. This requires $\Gamma_+\gg\Gamma_mn_{th}$ and $\Gamma_--\Gamma_+\gg\Gamma_m$, with the optical rates still far below $\kappa$ and $\omega_m$, and $G^2$ far below its value at the static instability. Far to the red, the last condition can fail before the population saturates.

The logarithmic slope follows by differentiating the full expression. For blue detuning, with $P_{th}=\Gamma_m/(A_+-A_-)$,

$$\frac{d\ln R_{aS}}{d\ln P}=1+\frac{\Gamma_+}{\Gamma_mn_{th}+\Gamma_+}+\frac{P/P_{th}}{1-P/P_{th}} .$$

The second term rises from zero towards one as pumping replaces heat, and comes close to one before threshold if $n_{th}\ll1$. The third grows without limit towards threshold.

## A numerical case

Take round model parameters: $\hbar\omega_c=1900$, $\hbar\omega_L=2000$, $\hbar\kappa=200$, $\hbar\kappa_{ex}=20$, $\hbar\omega_m=150$ and $\hbar\Gamma_m=0.5$, all in meV. Let $V=100\ \mathrm{nm^3}$ and $T=300$ K, and let $\alpha'/4\pi\varepsilon_0$ be 20 Å$^2$ amu$^{-1/2}$. The coupling formula gives $\hbar g_0=0.282$ meV, and the thermal occupation is $3.03\times10^{-3}$. This $\alpha'$ stands for a very strong Raman scatterer. A rough Hartree–Fock estimate for the ring breathing of benzene gives only 1.1 (STO-3G) to 1.4 (6-31G) in the same units, not converged with basis. The crossover and threshold powers scale as $1/\alpha'^2$ and the corresponding fields as $1/\alpha'$.

The static shift of $\Delta$, only about 0.5 meV at threshold, is neglected here, so $\hbar\Delta=100$ meV. Keeping it would lower the threshold $n_c$ found below from 475 to 473 and $R_{aS}$ at 100 mW by 0.4%, and leave the threshold power at 231 mW. In meV$^2$, $\hbar^2D_+=50^2+100^2=12500$ and $\hbar^2D_-=250^2+100^2=72500$, so $A_+/A_-=5.8$. Per plasmon quantum, the Stokes and anti-Stokes rates are $1.93\times10^9$ and $3.33\times10^8\ \mathrm{s^{-1}}$, against $\Gamma_m=7.60\times10^{11}\ \mathrm{s^{-1}}$. At 1 mW, $n_c=2.05$ and

$$n_b=\frac{2.30\times10^9+3.97\times10^9}{7.60\times10^{11}-3.28\times10^9}=8.3\times10^{-3}.$$

| $P$ (mW) | $n_b$ | $R_{aS}$ (s$^{-1}$) | slope |
|---|---|---|---|
| 0.01 | 0.0031 | $2.11\times10^4$ | 1.02 |
| 0.1 | 0.0036 | $2.43\times10^5$ | 1.15 |
| 1 | 0.0083 | $5.67\times10^6$ | 1.64 |
| 10 | 0.058 | $3.95\times10^8$ | 1.99 |
| 100 | 0.92 | $6.32\times10^{10}$ | 2.76 |

The crossover is at $P_\times=0.58$ mW, provided the bath stays at 300 K. That proviso is demanding. At this power 18% of the input, 0.10 mW, leaves the plasmon through other channels, and a rise of only 40 K doubles $n_{th}$. A sphere of radius 40 nm in a medium of thermal conductivity 1.4 W m$^{-1}$K$^{-1}$ warms by 44 K if it absorbs 30% of that power. Under continuous illumination a faster-than-linear anti-Stokes signal therefore does not by itself show optical pumping. The slope of 1.99 at 10 mW is not a pure quadratic law: the thermal remainder lowers the second term to 0.945, and the approach to threshold adds 0.045. At 100 mW the third term is 0.76, and the signal rises faster than quadratically.

Threshold requires $n_c=7.60\times10^{11}/(1.93\times10^9-3.33\times10^8)\approx475$, or $P_{th}\approx231$ mW. The peak field $2E_0\sqrt{n_c}$ is then $1.8\times10^{10}$ V/m. An electron moved 0.1 nm in this field gains 1.8 eV, a chemical energy, so an intact molecule with a linear polarizability cannot be presumed. At the crossover the field is $9.0\times10^8$ V/m, twenty times smaller. A smaller gap helps only slowly. At fixed frequencies and damping, $G_{th}$ is fixed and $g_0\propto1/V$, so $\sqrt{n_c}\propto V$ at threshold and the field scales as $\sqrt V$.

With the laser at $\hbar\Delta=-100$ meV instead, $A_+/A_-=1/5.8$. This far exceeds the Boltzmann factor of 0.0030, so here even a red-detuned laser heats the vibration. The saturated population would be $1/(5.8-1)=0.21$, but reaching it needs $n_c$ far above 475, where again an intact molecule cannot be presumed. Even within the linear equations it is only a shoulder: $n_b$ is 0.20 at ten times 475, 0.23 at thirty times and 0.38 at a hundred times, on the way to the static instability at about two hundred times.

## What each derivation assumes

Both derivations assume one plasmon mode, one harmonic vibration, off-resonant Raman response, and a bath unaffected by the laser. Heating of the metal, higher plasmon modes and molecular damage are left out. Both also take the plasmon line as a Lorentzian, which is only approximate at $\kappa/\omega_c\approx0.1$. A damped oscillator with the same $\omega_c$ and $\kappa$ gives $A_+/A_-$ of 6.05 or 4.5 instead of 5.8, and a threshold $n_c$ of 461 or 523 instead of 475, depending on whether the loss acts in series or in parallel.

The transition-rate argument treats $g_0$ to second order and follows only populations. It needs $g_0\sqrt{2n_b+1}$ to be small against $\kappa$ and $\omega_m$, however weak the drive, since otherwise higher orders in $g_0$ change the rates. It needs $\Gamma_m$ and the optical rates to be small against $\kappa$ and $\omega_m$, so that successive events are independent. It also needs $4G^2|\Delta|\omega_m\ll CM$, so that the optical force barely alters the vibration's restoring force. It does not require $\delta N$ to be linearized, because the nonlinear part drops out of the vacuum correlation. It explains the rates as counts of quanta, but locates the threshold only as the point where the mean population diverges.

The amplitude argument discards products of fluctuations at the start. In return, provided $g_0$ is small against $\kappa$ and $\omega_m$, its linear equations remain usable when $G$ or $\Gamma_m$ is not small against $\kappa$, within the chosen model of vibrational damping, which itself presumes $\Gamma_m\ll\omega_m$. It supplies the frequency shift and the static instability. In the numerical case, at the same fixed $\Delta$, the critical $n_c$ found from the eigenvalues of the linear equations is 0.03% below the rate result. This is smaller than $\Gamma_m/\kappa=0.25\%$ because $C$ and $M$ happen to be close here, and the first-order correction in $\Gamma_m/\kappa$ vanishes at $C=M$.

Neither argument holds arbitrarily close to threshold. As $n_b$ grows, the vibration shifts the plasmon frequency by about $g_0\sqrt{2n_b+1}$. The plasmon response then depends on the vibrational amplitude. Near threshold optical gain and vibrational loss almost cancel, so even a shift well below $\kappa$ can change their small difference appreciably, and the predicted divergence is no longer meaningful. Above threshold the linear equations give the initial growth rate, but no steady population.

All numerical values are calculated from the stated model.
